# Electric-dipole decay of the 4d⁹4f levels of palladium-like xenon

## Problem

The ion Xe\(^{8+}\) has the ground configuration \(4d^{10}\), a closed shell with the single level \(^1S_0\). Promoting one electron gives the configuration \(4d^9 4f\), which has twenty levels.

(a) Show that three of the twenty can decay to the ground level by emitting one electric-dipole (E1) photon, and that in pure LS coupling one of these three has all the line strength.

(b) Find how spin-orbit coupling divides the line strength among the three, and find their wavelengths and decay rates.

The ion is free, external fields and hyperfine coupling are absent, and each configuration is treated alone. The radial parameters are round values in the rough regime of Xe\(^{8+}\), not a calculation of the ion:

- average energy of \(4d^94f\) above the ground level, \(E_{av}=85\) eV;
- direct Slater integrals \(F^2=10\) eV and \(F^4=6\) eV;
- exchange Slater integrals \(G^1=11\) eV, \(G^3=7\) eV and \(G^5=5\) eV;
- spin-orbit constants \(\zeta_d=0.90\) eV and \(\zeta_f=0.03\) eV;
- radial dipole integral \(R=\langle 4d|r|4f\rangle=0.040\) nm.

## First estimate by scaling

The dipole operator does not act on spin, so a mainly triplet level can radiate to \(^1S_0\) only through a singlet admixture. Spin-orbit coupling, of size \(\zeta_d\), makes the admixture. The exchange interaction, of size \(G^1\), separates the singlet from the triplets. The borrowed share of the line strength is therefore of order

\[
\left(\frac{\zeta_d}{G^1}\right)^2=\left(\frac{0.90}{11}\right)^2\approx 0.7\,\% .
\]

This gives neither the numerical factor nor the division between the weak lines.

## Exact solution within the model

### Counting and selection

The hole has \(l=2\) and the electron \(l=3\), so \(L=1,\dots,5\), with \(S=0\) or 1. Each singlet term gives one level. Each triplet gives three, since \(L\ge1\). The total is \(5+15=20\).

Let \(D_q\) be a component of \(\sum_i\mathbf r_i\). It is an odd vector operator. Since \(|^1S_0\rangle\) is even and has \(J=0\), the state \(D_q|^1S_0\rangle\) is odd and has \(J=1\). A level without these properties is orthogonal to it and cannot decay by E1.

All \(4d^94f\) levels are odd, because \((-1)^{9\cdot2+3}=-1\). A singlet has \(J=1\) when \(L=1\). A triplet has \(J=1\) when \(L=0\), 1 or 2, and \(L=0\) is absent here. The candidates are

\[
{}^1P_1,\qquad {}^3P_1,\qquad {}^3D_1 .
\]

Parity is needed as well as \(J\): the even configuration \(4d^95d\) also has \(J=1\) levels, but they have no E1 decay to the ground level.

### The LS limit

\(D_q\) commutes with spin and is a vector under orbital rotations. Hence \(D_q|^1S_0\rangle\) has \(S=0\) and \(L=1\). Its part in \(4d^94f\) is proportional to \(^1P_1\), the one such term, so \(^3P_1\) and \(^3D_1\) are dark in pure LS coupling.

The line strength \(S_{line}\) is the sum of \(|\langle{}^1S_0|D_q|\psi\rangle|^2\) over \(q\) and over the three upper states, without the factor \(e^2\). For \(q=0\) the angular operator is \(\cos\theta\), with

\[
\langle f\,m|\cos\theta|d\,m\rangle^2=\frac{9-m^2}{35},
\qquad
\sum_{m=-2}^{2}\frac{9-m^2}{35}=\frac{45-10}{35}=1 .
\]

Two spin directions and three equivalent spatial directions give \(S_{line}=6R^2\).

### Term energies

Let \(|hp\rangle\) be the state with a \(d\) electron moved from orbital \(h\) to the \(f\) orbital \(p\). With \(g\) the electron repulsion, and apart from a common constant,

\[
\langle hp|H|h'p'\rangle=\langle p h'|g|h p'\rangle-\langle p h'|g|p'h\rangle .
\]

The first term is exchange. Write \(C^k_q\) for the spherical harmonic normalized so that \(C^k_0=P_k(\cos\theta)\). The multipole expansion gives

\[
\langle p h'|g|h p'\rangle=\sum_{k,q}G^k\,\langle p|C^k_q|h\rangle\,\langle p'|C^k_q|h'\rangle^* .
\]

Each term projects on the state with amplitudes \(\langle p|C^k_q|h\rangle\), which has \(S=0\) and \(L=k\). Triplets therefore receive no exchange energy. For \(k=1\) the squared norm of that state is 2, by the sum above and the two spins, so \(^1P\) rises by \(2G^1\). For \(k=3\) and 5 the same sum, with \(P_k(\cos\theta)\) in place of \(\cos\theta\), gives the squared norms \(8/21\) and \(100/363\).

The second term is direct and does not depend on \(S\). Its diagonal elements are \(-\sum_kF^ka_k(m_h)b_k(m_e)\), where \(m_h,m_e\) belong to the hole and the electron, and \(a_k,b_k\) are the averages of \(P_k(\cos\theta)\) in \(d\) and \(f\) orbitals. For increasing \(|m|\) from zero, the integrals are

\[
a_2=\tfrac17(2,1,-2),\qquad b_2=\tfrac1{15}(4,3,0,-5),
\]
\[
a_4=\tfrac1{21}(6,-4,1),\qquad b_4=\tfrac1{33}(6,1,-7,3).
\]

Let \(T_k(M)\) be the sum of \(a_kb_k\) over pairs with \(m_h+m_e=M\). Every term with \(L\ge M\) contributes once to this trace, so the coefficient for a given \(L\) is \(T_k(L)-T_k(L+1)\). For \(M=1,2,3\),

\[
105\,T_2=14,\,-10,\,-16,\qquad 693\,T_4=14,\,-52,\,47 .
\]

With the minus sign of the direct term,

\[
P:\ -\tfrac{24}{105}F^2-\tfrac{66}{693}F^4=-\tfrac{8}{35}F^2-\tfrac{2}{21}F^4,
\]
\[
D:\ -\tfrac{6}{105}F^2+\tfrac{99}{693}F^4=-\tfrac{2}{35}F^2+\tfrac17F^4 .
\]

The direct terms average to zero over the configuration, but exchange does not. Each singlet with \(L=k\) has \(2k+1\) states out of 140, so the mean exchange energy is

\[
\frac{3\cdot2\cdot11+7\cdot\frac{8}{21}\cdot7+11\cdot\frac{100}{363}\cdot5}{140}\ \text{eV}=0.713\ \text{eV}.
\]

It is already contained in \(E_{av}\) and must be subtracted:

\[
\begin{aligned}
E(^3P)&=85-0.713-2.286-0.571=81.430\ \text{eV},\\
E(^3D)&=85-0.713-0.571+0.857=84.573\ \text{eV},\\
E(^1P)&=E(^3P)+2G^1=103.430\ \text{eV}.
\end{aligned}
\]

### Spin-orbit coupling

A filled shell has no net spin-orbit energy, and a hole has both \(\mathbf l\) and \(\mathbf s\) opposite to those of the missing electron. Therefore

\[
H_{so}=-\zeta_d\,\mathbf l_h\!\cdot\!\mathbf s_h+\zeta_f\,\mathbf l_e\!\cdot\!\mathbf s_e .
\]

Within a term, the projection theorem gives \(\mathbf l_h=-\mathbf L\), \(\mathbf l_e=2\mathbf L\) for \(P\), and \(\mathbf l_h=0\), \(\mathbf l_e=\mathbf L\) for \(D\). Within a triplet both spins act as \(\mathbf S/2\). Since \(\mathbf L\cdot\mathbf S=-1\) in \(^3P_1\) and \(-3\) in \(^3D_1\), the diagonal elements are

\[
W_{11}=0,\qquad W_{22}=-\tfrac12\zeta_d-\zeta_f,\qquad W_{33}=-\tfrac32\zeta_f ,
\]

in the order \(^1P_1,{}^3P_1,{}^3D_1\).

The dependence of the off-diagonal elements on \(\zeta_d\) and \(\zeta_f\) follows from three facts. Between singlet and triplet, \(\mathbf s_e=-\mathbf s_h\). Between \(P\) and \(D\), \(\mathbf l_e=-\mathbf l_h\), because \(\mathbf L\) does not connect different terms. Within \(P\), \(\mathbf l_e=-2\mathbf l_h\). Hence

\[
W_{12}\propto\zeta_d-2\zeta_f,\qquad W_{13}\propto\zeta_d-\zeta_f,\qquad W_{23}\propto\zeta_d+\zeta_f .
\]

The factors can be found with \(\zeta_f=0\).

1. A singlet spin function \(|s\rangle\) gives three orthonormal triplet functions \(|T_a\rangle=2s_{h,a}|s\rangle\). For a Cartesian state \(|P_c\rangle\), \(\mathbf L\cdot\mathbf s_h|P_cs\rangle=\frac12\sum_{a,b}i\epsilon_{acb}|P_bT_a\rangle\). Its squared norm is \(\frac14\cdot2=\frac12\), so \(W_{12}^2=\frac12\zeta_d^2\).

2. For \(l=2\) and spin one half, \((\mathbf l\cdot\mathbf s)^2=\frac32-\frac12\mathbf l\cdot\mathbf s\). The mean of \(\mathbf l_h\cdot\mathbf s_h\) in \(^1P_1\) is zero, so the squares in the first row sum to \(\frac32\zeta_d^2\), and \(W_{13}^2=\zeta_d^2\).

3. In \(^3P_1\) the mean is \(\frac12\), and the row sum is \(\frac54\zeta_d^2\). Removing \(W_{22}^2=\frac14\zeta_d^2\) and \(W_{12}^2=\frac12\zeta_d^2\) leaves \(W_{23}^2=\frac12\zeta_d^2\).

Basis phases can make two elements positive. The determinant fixes the third sign. A hole with \(j=3/2\) has energy \(\frac32\zeta_d\) and occurs once at \(J=1\); a hole with \(j=5/2\) has energy \(-\zeta_d\) and occurs twice. The determinant must equal \(\frac32\zeta_d^3\). The matrix gives \((\pm1+\frac12)\zeta_d^3\), so the product of the three elements is positive:

\[
W_{12}=\frac{\zeta_d-2\zeta_f}{\sqrt2}=0.594,\quad
W_{13}=\zeta_d-\zeta_f=0.870,\quad
W_{23}=\frac{\zeta_d+\zeta_f}{\sqrt2}=0.658\ \text{eV}.
\]

### Levels, strengths and rates

Adding the term energies gives the diagonal 103.430, 80.950 and 84.528 eV. The \(3\times3\) matrix is diagonalized numerically. If \(w\) is the \(^1P_1\) weight of a level, its line strength is \(6R^2w\), because the other two components are dark.

With photon energy \(E=\hbar\omega\), the absorption oscillator strength is

\[
f=\frac{2mE\,S_{line}}{3\hbar^2}=\frac{4mER^2w}{\hbar^2}.
\]

For emission, the dipole radiation law gives \(\alpha\omega^3|\mathbf d_\perp|^2/(2\pi c^2)\) per unit solid angle, where \(\mathbf d_\perp\) is the part of the matrix element of \(\sum_i\mathbf r_i\) transverse to the photon direction. The angular integral of \(|\mathbf d_\perp|^2\) is \(8\pi|\mathbf d|^2/3\), and each of the three upper states has \(|\mathbf d|^2=S_{line}/3\). Thus

\[
A=\frac{4\alpha\omega^3S_{line}}{9c^2}.
\]

| Main term | \(E\) (eV) | \(\lambda\) (nm) | Share \(w\) | \(f\) | \(A\) (s\(^{-1}\)) |
|---|---|---|---|---|---|
| \(^3P_1\) | 80.8 | 15.3 | 0.037 % | 0.0025 | \(2.4\times10^8\) |
| \(^3D_1\) | 84.6 | 14.7 | 0.26 % | 0.018 | \(1.9\times10^9\) |
| \(^1P_1\) | 103.5 | 12.0 | 99.70 % | 8.7 | \(1.3\times10^{12}\) |

All three levels have nonzero strength, which completes part (a). The other seventeen remain dark in E1 decay to the ground level.

### The opposite limit

If spin-orbit coupling dominates the Slater integrals, the \(J=1\) states are labelled by \((j_h,j_e)\): \((3/2,5/2)\), \((5/2,5/2)\) and \((5/2,7/2)\). Let their shares of \(^1P_1\) be \(p_1,p_2,p_3\). Both spin-orbit operators have zero mean in \(^1P_1\), so

\[
\tfrac32p_1-(p_2+p_3)=0,\qquad -2(p_1+p_2)+\tfrac32p_3=0,\qquad p_1+p_2+p_3=1 .
\]

The solution is \(p_1=2/5\), \(p_2=1/35\), \(p_3=4/7\). All three \(J=1\) levels are therefore bright in this limit, whereas in pure LS coupling only one is.

## Comparison of the two

The two weak lines together carry 0.30 % of the strength, against the estimate of 0.7 %. The missing factor follows from the matrix. With \(\zeta_f\) and the smaller term splittings neglected, the borrowed share is

\[
\frac{W_{12}^2+W_{13}^2}{(2G^1)^2}=\frac{3}{8}\left(\frac{\zeta_d}{G^1}\right)^2\approx0.25\,\% .
\]

The scaling law itself holds well here. Multiplying all Slater integrals by 0.9 or 1.1, with the other inputs fixed, changes the weak share to 0.37 % or 0.24 %. Their ratio is close to \((1.1/0.9)^2\approx1.5\).

The division between the weak lines needs more care. First-order mixing with the actual term gaps gives 0.073 % for \(^3P_1\) and 0.21 % for \(^3D_1\). The sum is nearly right, but the first value is about twice the exact one. The triplets also mix with each other, by an angle \(\theta\) with

\[
\tan2\theta=\frac{2W_{23}}{84.528-80.950}=0.368,\qquad \theta\approx0.176 .
\]

The couplings of the mixed triplets to \(^1P_1\) are then

\[
W_{12}\cos\theta-W_{13}\sin\theta\approx0.43\ \text{eV},\qquad
W_{12}\sin\theta+W_{13}\cos\theta\approx0.96\ \text{eV}.
\]

Divided by gaps of about 22.6 and 18.8 eV and squared, they give 0.037 % and 0.26 %. Destructive interference weakens the lower line.

## The real ion and the EUV source

Lithography uses light near 13.5 nm. The strong line of this model lies 1.5 nm below that, and the 10 % changes in the Slater integrals move it only between 11.8 and 12.2 nm. These are model values, and an error of 1 eV in \(E_{av}\) would shift the line by about 0.12 nm. Line strength is also not source brightness, which depends on level populations and reabsorption.

One assumption that the real ion does not obey exactly is the single configuration. To test the sensitivity to it, the Hamiltonian was diagonalized with the 60 states of \(4d^95p\) included. The inputs are illustrative, and the mixing integrals may be well above those of the ion:

- average energy 76 eV, \(\zeta_p=0.5\) eV and \(|\langle4d|r|5p\rangle|=0.015\) nm;
- within \(4d^95p\), \(F^2=5\) eV and \(G^1=G^3=1.5\) eV;
- between the configurations, exchange integrals \(R^1=3\), \(R^3=2\) eV and direct integrals \(R^2=3\), \(R^4=2\) eV.

Depending on the relative sign of the two dipole integrals, the strong line gains 7 % or loses 11 % of its strength. With the signs of \(R^2\) and \(R^4\) reversed, it gains 8 % or loses 15 %, so these figures show only the size of the effect. With the signs as listed, the line near 14.7 nm carries 0.28 % or 0.14 % of \(6R^2\), so mixing of this assumed size can change its strength by about a factor of two. The new configuration brings three \(J=1\) levels of its own, so six levels of the enlarged set can decay by E1. The rule \(J=1\) with odd parity survives, while the count of three refers to \(4d^94f\) alone.

The ground state is still kept pure in this test. The electron repulsion also mixes \(4d^84f^2\) into it. In the random-phase approximation, with the same Slater integrals and without \(5p\), this lowers the strength of the strong line by about 18 % and its energy by about 2 eV, which moves it from 12.0 to 12.2 nm. The tabulated values for that line omit both effects.

Some levels that are dark in E1 can still reach the ground level by other single-photon decays. Levels with \(J=2\) can do so by magnetic-quadrupole decay, whose rate relative to the strong E1 rate contains the factor \((E/2mc^2)^2\approx10^{-8}\). Numerical factors reduce the ratio further, to about \(10^{-9}\) or less in this model. Levels with \(J=3\) can do so by electric-octupole decay, which is suppressed by \((\omega R/c)^4\approx2\times10^{-7}\) and by further small numerical factors from the multipole expansion; with \(\langle4d|r^3|4f\rangle\) taken as \(R^3\), the ratio to the strong E1 rate is about \(10^{-11}\) or less. In isotopes with nuclear spin, an assumed hyperfine coupling of 10 µeV lends the dark levels with \(J=0\) or 2 shares of at most a few times \(10^{-12}\) of the E1 strength. A nucleus with a quadrupole moment adds a coupling of rank 2, which also reaches \(J=3\), with the same bound for a coupling of that size.
